# Coupled Kohn-Sham dispersion from a density-fitted Dyson equation: scheme and cost

Second-order dispersion between monomers A and B involves one density fluctuation on each monomer and two Coulomb lines between them, so it is bilinear in the density responses $\chi_A,\chi_B$ and quadratic in $v=e^2/|\mathbf r-\mathbf r'|$. Expand each response in auxiliary functions, $\chi(\mathbf r,\mathbf r')=\sum_{PQ}P(\mathbf r)X_{PQ}Q(\mathbf r')$, and let $J_{PQ}=(P_A|Q_B)$, where $(\,|\,)$ is a Coulomb integral including $e^2$ (Gaussian units). A change of auxiliary basis on A transforms $X_A$ with two inverse matrices and the A index of $J$ with one direct matrix, so the invariant with one $X_A$, one $X_B$ and two $J$ is $\mathrm{Tr}[X_AJX_BJ^T]$. With $P$ and $Q$ taken as number densities, $X$ is an inverse energy and $J$ an energy, so the trace is dimensionless and the energy is $\hbar$ times a frequency integral of it. For real orbitals on the imaginary axis $X$ is real, symmetric, even in $\omega$ and negative semidefinite for a stable ground state, so the trace is non-negative. Symmetry leaves open the prefactor and whether both responses carry the same frequency.

## Energy expression

Without exchange between monomers, perturbation theory in the intermolecular Coulomb operator gives, for excitations $\hbar\Omega_m$ of A and $\hbar\Omega_n$ of B with real transition number densities $\rho_m,\rho_n$,

$$E=-\sum_{m,n}\frac{(\rho_m|\rho_n)^2}{\hbar\Omega_m+\hbar\Omega_n}.$$

For $a,b>0$, partial fractions give $\frac{1}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\big[\frac1{a^2+u^2}-\frac1{b^2+u^2}\big]$, whose integral over $u\ge0$ is $\frac{\pi}{2}\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}$. Hence $\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}$. The response is $\chi(i\omega)=-\sum_m 2\hbar\Omega_m\rho_m\rho_m/(\hbar^2\Omega_m^2+\hbar^2\omega^2)$. With $u=\hbar\omega$ the product of two responses supplies a factor 4, and $\frac2\pi\cdot\frac14=\frac1{2\pi}$:

$$E=-\frac{\hbar}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[\chi_A v\chi_B v].$$

For isotropic polarizabilities $\bar\alpha$ at large $R$ the coupling is the tensor $(\mathbf 1-3\hat n\hat n)/R^3$, with eigenvalues $1,1,-2$ times $R^{-3}$ and squared trace $6/R^6$. Then $E=-C_6/R^6$ with $C_6=\frac{3\hbar}{\pi}\int\bar\alpha_A\bar\alpha_B\,d\omega$. For anisotropic molecules this is the average over independent orientations, with $\bar\alpha=\frac13\mathrm{Tr}\,\alpha$.

## Coupled Kohn-Sham response

Each monomer is a closed shell with real orbitals, $o$ occupied ($i,j$) and $v$ virtual ($a,b$), and gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The kernel is adiabatic, with a local part $f(\mathbf r)=d^2e_{xc}/d\rho^2$ for the total density and a fraction $c_x$ of exact exchange. Under $u(\mathbf r)(e^{-i\omega t}+e^{i\omega t})$, write $\delta\phi_j=\sum_b(x_{jb}e^{-i\omega t}+y_{jb}e^{i\omega t})\phi_b$. The $e^{-i\omega t}$ part of the one-spin density matrix is $\sum_{jb}[x_{jb}\phi_b(\mathbf r)\phi_j(\mathbf r')+y_{jb}\phi_j(\mathbf r)\phi_b(\mathbf r')]$, and $\delta\rho=2\sum(x+y)_{jb}\phi_j\phi_b$, the 2 counting spins. Hartree and local terms respond to $\delta\rho$ and add $2[(ia|jb)+(ia|f|jb)](x+y)_{jb}$. Exchange responds to the same-spin density matrix and adds $-c_x[(ij|ab)x_{jb}+(ib|ja)y_{jb}]$. Therefore

$$(\mathcal A-\hbar\omega)x+\mathcal By=-u,\qquad \mathcal Bx+(\mathcal A+\hbar\omega)y=-u,$$

with $\mathcal A=\Delta+2(ia|jb)+2(ia|f|jb)-c_x(ij|ab)$ and $\mathcal B=2(ia|jb)+2(ia|f|jb)-c_x(ib|ja)$. Define

$$H_1=\mathcal A+\mathcal B=\Delta+4(ia|jb)+4(ia|f|jb)-c_xK_+,\qquad H_2=\mathcal A-\mathcal B=\Delta-c_xK_-,$$

with $K_\pm=(ij|ab)\pm(ib|ja)$. The sum of the two equations is $H_1(x+y)-\hbar\omega(x-y)=-2u$ and the difference is $H_2(x-y)=\hbar\omega(x+y)$. Eliminating $x-y$, using $\delta\rho=2\rho^T(x+y)$ with $\rho_{ia}=\phi_i\phi_a$, and continuing $\omega\to i\omega$,

$$\chi(i\omega)=-4\rho^T\mathcal M^{-1}\rho,\qquad \mathcal M=H_1+\hbar^2\omega^2H_2^{-1}.$$

With $H_2=RR^T$ and $R^TH_1R=U(\hbar\Omega)^2U^T$, one has $\mathcal M^{-1}=RU[(\hbar\Omega)^2+\hbar^2\omega^2]^{-1}U^TR^T$. Matching the spectral form gives $\rho_n=\sqrt{2/\hbar\Omega_n}\,\rho^TRU_n$, a sum-over-states route with no quadrature.

Both $K_\pm$ are positive semidefinite. For a vector $y$ set $g(\mathbf r,\mathbf r')=\sum y_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r')$. Then $(ij|ab)$ contributes $\int v\,g(\mathbf r,\mathbf r')^2$ and $(ib|ja)$ contributes $\int v\,g(\mathbf r,\mathbf r')g(\mathbf r',\mathbf r)$, so $y^TK_\pm y=\frac12\int v\,[g(\mathbf r,\mathbf r')\pm g(\mathbf r',\mathbf r)]^2\ge0$. Fitted $K_\pm$ inherit this up to the fitting error.

Two limits follow. At $\omega=0$ the response depends on $H_1$ alone. At large $\omega$, $\mathcal M^{-1}\to H_2/\hbar^2\omega^2$: a pure kernel ($c_x=0$) returns to the uncoupled response, while exact exchange lowers its magnitude because $H_2\le\Delta$. For one transition on each of two identical monomers, coupled by an integral $V_{AB}$, $\hbar\Omega=\sqrt{H_1H_2}$ and $E=-(2H_2V_{AB}/\hbar\Omega)^2/2\hbar\Omega$. Without a kernel this is $-2V_{AB}^2/\Delta$, and a pure kernel multiplies it by $(\Delta/H_1)^{3/2}$.

## Fitting

Take $N$ auxiliary functions on each monomer, factor the Coulomb metric as $(P|Q)=LL^T$, and work with the Coulomb-orthonormal functions $\tilde P=L^{-1}P$. The plain fit is the projection $B^0_{ia,P}=(ia|\tilde P)$. Its residual $\delta$ obeys $(\delta|\tilde P)=0$ for the functions of the same monomer, so intramonomer integrals equal $B^0B^{0T}+(\delta|\delta')$, with a second-order error. The matrices $K_\pm$ are built from plain fits of the $ij$, $ab$ and $ia$ products.

Multipole moments are not protected this way. Let $M$ ($N\times9$) hold the charge, dipole and traceless quadrupole of each $\tilde P$, and $\mu$ the corresponding moments of a product. The Coulomb error of a coefficient vector $b$ is $|b-b^0|^2$ plus a constant. Minimizing it under $M^Tb=\mu$ gives $b=b^0+M\lambda$, and the constraint fixes $\lambda=(M^TM)^{-1}(\mu-M^Tb^0)$. The rows $b^T$ form $B$. The price is an error in $BB^T$ of first order in $B-B^0$. The density-coupled part of $H_1$ becomes

$$4BWB^T,\qquad W=1+\tilde F,\qquad \tilde F_{PQ}=\int\tilde P f\tilde Q\,d^3r .$$

Between monomers the residual of A is not orthogonal to the functions of B, so $B_AJB_B^T$ with $J=(\tilde P_A|\tilde Q_B)$ errs at first order. Expanding $(\delta_A|\delta_B)=(\rho_A-\tilde\rho_A|\rho_B-\tilde\rho_B)$ gives

$$(\rho_A|\rho_B)=(\tilde\rho_A|\rho_B)+(\rho_A|\tilde\rho_B)-(\tilde\rho_A|\tilde\rho_B)+(\delta_A|\delta_B).$$

Dropping the last term leaves the robust form $B_AG_B^T+G_AB_B^T-B_AJB_B^T$, where $G_A=(ia|\tilde Q_B)$ and $G_B=(jb|\tilde P_A)$. In block form, with dimension $\bar N=2N$,

$$\bar B=[B\;\;G],\qquad \bar J=\begin{pmatrix}-J&1\\1&0\end{pmatrix},\qquad \bar W=\begin{pmatrix}W&0\\0&0\end{pmatrix}.$$

The robust integrals are $\bar B_A\bar J\bar B_B^T$, and $\bar B\bar W\bar B^T=BWB^T$. Inserting them into the trace and moving $\bar B_A^T$ cyclically to the front,

$$E=-\frac{\hbar}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[X_A\bar JX_B\bar J^T],\qquad X=-4\bar B^T\mathcal M^{-1}\bar B .$$

$B$ and $G$ carry (energy)$^{1/2}$, and $X$, $W$, $J$ are dimensionless. The polarizability is $\alpha=-e^2M_d^TX_{11}M_d$, with $X_{11}$ the upper left block and $M_d$ the dipole columns of $M$.

## Dyson equation

Split $\mathcal M=\mathcal M_0+4\bar B\bar W\bar B^T$ with $\mathcal M_0=\Delta-c_xK_++\hbar^2\omega^2(\Delta-c_xK_-)^{-1}$. Multiplying the splitting by $\mathcal M_0^{-1}$ on the left and $\mathcal M^{-1}$ on the right gives $\mathcal M^{-1}=\mathcal M_0^{-1}-4\mathcal M_0^{-1}\bar B\bar W\bar B^T\mathcal M^{-1}$. Sandwiching between $-4\bar B^T$ and $\bar B$ turns the last term into $+16\,\bar B^T\mathcal M_0^{-1}\bar B\,\bar W\,\bar B^T\mathcal M^{-1}\bar B$, so with $X_0=-4\bar B^T\mathcal M_0^{-1}\bar B$,

$$X=X_0+X_0\bar WX,\qquad X=(1-X_0\bar W)^{-1}X_0 .$$

No approximation enters beyond the fitted $H_1$ and $H_2$. The identity $\det(1+PQ)=\det(1+QP)$ gives $\det(1-X_0\bar W)=\det\mathcal M/\det\mathcal M_0$.

For $c_x=0$, $\mathcal M_0=\Delta+\hbar^2\omega^2/\Delta$ is diagonal and $X_0=-4\bar B^T\mathrm{diag}[\Delta/(\Delta^2+\hbar^2\omega^2)]\bar B$, the uncoupled response.

For $c_x\neq0$ the uncoupled $X_0$ cannot serve. The step above needs the difference between $\mathcal M$ and the diagonal matrix to have the form $\bar BW'\bar B^T$, of rank at most $\bar N$. Exchange acts on the density matrix, $K_+$ has no such rank limit, and $K_-$ changes the $\omega^2$ term. Exchange therefore stays in $\mathcal M_0$, and $X_0=-4\bar B^TY$ with $\mathcal M_0Y=\bar B$.

To avoid inverting $H_2$, set $Z=\hbar\omega H_2^{-1}Y$. Then

$$\Delta Y+\hbar\omega Z=\bar B+c_xK_+Y,\qquad \hbar\omega Y-\Delta Z=-c_xK_-Z .$$

For each $ia$ the left side is $D=\begin{pmatrix}\Delta&\hbar\omega\\\hbar\omega&-\Delta\end{pmatrix}$, with $D^2=\Delta^2+\hbar^2\omega^2$, so $D^{-1}=D/(\Delta^2+\hbar^2\omega^2)$. With $p=\Delta/(\Delta^2+\hbar^2\omega^2)$, $s=\hbar\omega/(\Delta^2+\hbar^2\omega^2)$, $R'=\bar B+c_xK_+Y$ and $T=c_xK_-Z$, one Jacobi sweep is $Y\leftarrow pR'-sT$, $Z\leftarrow sR'+pT$.

## Pseudocode

```
once per monomer:
  L = cholesky((P|Q));  B0 = (ia|P) L^-T;  G = (ia|Q_partner) L_partner^-T
  B = B0 + (mu - B0 M) pinv(M);  Bx = [B, G]
  W = 1 + L^-1 F L^-T (f = 0 where rho < cut);  Wx = diag(W, 0)
  if cx > 0: cKp, cKm from plain fits of ij, ab, ia
Jx = [[-J, 1], [1, 0]];  E = 0
for each node w, weight g:
  for each monomer:
    p = D/(D^2+(hbar w)^2);  s = hbar w/(D^2+(hbar w)^2)
    Y = p Bx;  Z = s Bx
    if cx > 0, repeat until |S(dY,dZ)| < tol |S(Y,Z)_start|:
      R = Bx + cKp Y;  T = cKm Z
      Y = p R - s T;   Z = s R + p T
    X0 = -4 Bx^T Y;  solve (1 - X0 Wx) X = X0
  E -= hbar g sum((X_A Jx) * (Jx X_B)) / (2 pi)
```

Here `D` is the vector of gaps, `F` is $F_{PQ}=\int PfQ\,d^3r$ in the original auxiliary functions, `S` is defined in the next section, and the elementwise sum equals the trace because $X_B$ is symmetric. The nodes are Gauss-Legendre points $t$ mapped by $\omega=\omega_0(1+t)/(1-t)$, with weights multiplied by $2\omega_0/(1-t)^2$.

## Stability

The update $d$ of the stacked pair $(Y,Z)$ obeys $d'=D^{-1}\mathcal Kd$ with $\mathcal K=c_x\,\mathrm{diag}(K_+,-K_-)$. Let $S=(\Delta^2+\hbar^2\omega^2)^{1/4}$. Then $Sd'=(SD^{-1}S)(S^{-1}\mathcal KS^{-1})Sd$. The first factor is $D/S^2$, symmetric with unit square, hence orthogonal. In the norm $\|Sd\|$ each sweep contracts by at most

$$q(\omega)=c_x\max_\pm\|S^{-1}K_\pm S^{-1}\|_2 .$$

Since $S^{-1}=\Theta\Delta^{-1/2}$ with diagonal $\Theta=(\Delta/S^2)^{1/2}\le1$, $q(\omega)\le q(0)$. Since $S^{-2}\le1/\hbar\omega$, $q(\omega)\le c_x\max\|K_\pm\|/\hbar\omega$. For positive semidefinite $K_\pm$, $q(0)<1$ is equivalent to $\Delta-c_xK_\pm$ being positive definite. After a last update $d$ the remaining error is at most $\|Sd\|\,q/(1-q)$, by the geometric series. At $\omega=0$, $Z$ stays zero and the asymptotic rate is the $K_+$ norm itself, provided the starting vectors have a component along the dominant eigenvector.

## Cost

Multiplications and divisions are counted for dense algebra. Gaussian elimination on an $n\times n$ matrix with $m$ right-hand sides needs $\sum_k(k+k^2)=(n^3-n)/3$ for $k=0,\dots,n-1$, plus $m[\,2\cdot n(n-1)/2+n\,]=n^2m$ for the forward and backward passes.

- Pure kernel, per monomer and frequency: $ov\bar N$ for scaling rows, $ov\bar N^2$ for $X_0$, $\bar N^3$ for $X_0\bar W$, and $(4\bar N^3-\bar N)/3$ for the solve.
- Trace, per frequency: $2\bar N^3+\bar N^2$.
- Building $c_xK_\pm$, once: two contractions of $o^2v^2N$ and two scalings of $o^2v^2$.
- One sweep: $2o^2v^2\bar N+4ov\bar N$.
- Direct elimination in the pair space, $[H_2(\Delta-c_xK_+)+\hbar^2\omega^2]Y=H_2\bar B$, per frequency: $((ov)^3-ov)/3+(ov)^2\bar N$, after one-time products.

If $o$, $v$ and $N$ grow in proportion to a size $n$, the pure scheme is $O(n^4)$ per frequency, a hybrid sweep $O(n^5)$ and the direct solve $O(n^6)$. The transformation of three-index integrals is $O(n^4)$ once, and $\tilde F$ costs grid points times $N^2$. The $n^5$ law assumes that the sweep number $n_{it}$ does not grow. This is guaranteed if $q(0)$ stays below a fixed bound smaller than 1. Setting $2n_{it}(ov)^2\bar N<(ov)^3/3+(ov)^2\bar N$, the iteration wins when $ov>3(2n_{it}-1)\bar N$. This leaves out the one-time product $H_2(\Delta-c_xK_+)$, which costs $(ov)^3$; spread over 12 nodes it turns $\frac13$ into $\frac13+\frac1{12}=\frac5{12}$ and the factor 3 into $\frac{12}5$. One diagonalization of $R^TH_1R$ serves all frequencies at $O((ov)^3)$; its prefactor is not counted here, so its crossover is left open. Storage, apart from work arrays such as $Y$ and $Z$, is $ov\bar N+\bar N^2$ for the pure kernel and about $o^2v^2$ more for the hybrid if only one triangle of each symmetric matrix $K_\pm$ is kept, or $2o^2v^2$ for full arrays. Rebuilding $K_\pm$ in tiles at each sweep costs an extra $2o^2v^2N$ per sweep, the same order, and replaces that $O(n^4)$ storage by the fitted $ij$ and $ab$ products, $(o^2+v^2)N$ numbers (about half that with symmetry), and the plain fit $B^0$, $ovN$ numbers, which together is $O(n^3)$.

## Worked example: two parallel P$_2$ molecules

The bond length is 1.9 Å, roughly the equilibrium value, and the axes are parallel at a chosen separation of 4.0 Å. Orbitals are PBE0/aug-cc-pVDZ, centred on each monomer, all electrons active, with no asymptotic correction. The auxiliary basis is aug-cc-pVDZ-RI. This gives $o=15$, $v=39$, $ov=585$, $N=184$, $\bar N=368$, and a smallest gap of $0.2016\,E_h$ ($E_h=me^4/\hbar^2$, $a_0=\hbar^2/me^2$). The pure kernel is ALDA (Slater exchange, VWN correlation). The hybrid kernel has $c_x=0.25$ and 0.75 of the Slater term. Both act on the same orbitals. The kernel is integrated on 23856 grid points and set to zero below $10^{-6}a_0^{-3}$. The mirror plane between the molecules maps each auxiliary function to plus or minus its partner, so $X_B$ is $X_A$ with those signs applied to rows and columns. Twelve nodes are used with $\omega_0=0.5\,E_h/\hbar$ and a sweep threshold of $10^{-6}$. Frequencies and weights are in $E_h/\hbar$.

| $\omega$ | weight | sweeps | trace, pure | trace, hybrid |
|---|---|---|---|---|
| 0.0047 | 0.0120 | 22 | 6.481e-2 | 8.390e-2 |
| 0.0252 | 0.0295 | 21 | 6.435e-2 | 8.288e-2 |
| 0.0650 | 0.0511 | 16 | 6.176e-2 | 7.752e-2 |
| 0.1300 | 0.0806 | 12 | 5.416e-2 | 6.378e-2 |
| 0.2311 | 0.1248 | 10 | 3.995e-2 | 4.281e-2 |
| 0.3887 | 0.1968 | 8 | 2.270e-2 | 2.187e-2 |
| 0.6432 | 0.3256 | 7 | 9.120e-3 | 7.905e-3 |
| 1.0819 | 0.5843 | 6 | 2.380e-3 | 1.889e-3 |
| 1.9232 | 1.1930 | 5 | 3.685e-4 | 2.763e-4 |
| 3.8460 | 3.0235 | 4 | 2.920e-5 | 2.141e-5 |
| 9.9294 | 11.632 | 4 | 7.651e-7 | 5.616e-7 |
| 53.732 | 138.75 | 3 | 9.509e-10 | 7.001e-10 |

For the hybrid column the products of weight and trace, in $10^{-3}E_h/\hbar$, are 1.01, 2.44, 3.96, 5.14, 5.34, 4.30, 2.57, 1.10, 0.33, 0.06, 0.01 and 0.00. They add to 26.26, and $-26.26/2\pi=-4.18\,\mathrm{m}E_h$. The reference column below is the sum over states with unfitted $H_1$, $H_2$, no density cut, and four-centre A–B integrals.

| kernel | $E$ (m$E_h$) | reference | $\bar\alpha(0)$ ($a_0^3$) | $C_6$ ($E_ha_0^6$) |
|---|---|---|---|---|
| none | −10.090 | −10.090 | 95.6 | 2049 |
| ALDA | −3.907 | −3.897 | 43.6 | 661 |
| hybrid ALDA | −4.183 | −4.171 | 48.8 | 696 |

In Gaussian units the ALDA and hybrid energies are $-1.70\times10^{-13}$ and $-1.82\times10^{-13}$ erg, and the hybrid $C_6$ is $6.67\times10^{-58}$ erg cm$^6$. Dividing by $(4.0\times10^{-8}\,\mathrm{cm})^6=4.10\times10^{-45}\,\mathrm{cm}^6$ gives $-1.63\times10^{-13}$ erg for the orientation-averaged leading term, which omits anisotropy, higher multipoles and penetration. The reference itself removes the fitting, density-cutoff and frequency-quadrature errors and nothing else: the spatial grid of the kernel, basis incompleteness, the orbital asymptotics, the adiabatic kernel and exchange-dispersion remain. Basis incompleteness is large for the energy. With aug-cc-pVTZ orbitals and aug-cc-pVTZ-RI fitting the three energies become about −11.48, −4.81 and −5.15 m$E_h$, larger in magnitude by 14%, 23% and 23%, while $\bar\alpha(0)$ rises by 1–2% and $C_6$ by about 1.5%. The tabulated energies, and their distance from $-C_6/R^6$, therefore belong to the double-zeta basis and are not converged values for P$_2$. A grid of 38360 points changes none of the digits shown.

Coupling reduces the energy to 0.387 of the uncoupled value (0.42 in the triple-zeta basis), and the hybrid kernel raises the ALDA magnitude by a factor 1.07. That factor is the net of opposite changes. At the top node the pure trace is 9.509e-10 against 9.511e-10 uncoupled, and the hybrid trace is $7.001/9.509=0.736$ of the pure one, a reduction in line with $H_2\le\Delta$. At low frequency $H_1$ loses $c_xK_+$ but also loses a quarter of the negative Slater kernel. These act in opposite directions, and here the net is a larger response; the columns cross between 0.23 and 0.39 $E_h/\hbar$.

The lowest ALDA excitation equals the smallest gap, $0.2016\,E_h$, while the hybrid kernel lowers it to $0.1310\,E_h$. A density kernel cannot shift a combination of products that has zero density and whose products share one gap, since the kernel term annihilates it and $\Delta$ acts on it as a number. The four $\pi\to\pi^*$ products share the smallest gap. With $\pi_{x,y}\propto(\cos\varphi,\sin\varphi)$ and the same angular factors for $\pi^*$, the combination $\pi_x\pi^*_y-\pi_y\pi^*_x$ vanishes pointwise, while its density matrix does not. The lowest hybrid state is of this kind: with unfitted integrals it is built almost entirely from these four products, and the Coulomb self-energy of its transition density is zero to rounding.

Diagonalization gives $q(0)=0.5446$, and the lowest eigenvalues of $\Delta-c_xK_\pm$ are $0.0943$ and $0.1171\,E_h$. The largest ratio of successive updates at $\omega=0$ is 0.5443, and $\ln10^{-6}/\ln0.544=22.7$ matches the 22 sweeps at the first node. At $\omega=0.6432$ the ratio is 0.123, below the bound 0.188.

The counts are $1.96\times10^8$ per pure frequency, of which $ov\bar N^2=585\cdot368^2=7.92\times10^7$ and $\frac73\bar N^3=1.16\times10^8$. The $n^4$ term overtakes the $n^3$ terms at $\frac73\cdot368/585=1.47$ times this size. A sweep costs $2.53\times10^8$, more than the whole direct solve at $1.93\times10^8$. With $118/12=9.83$ sweeps on average the crossover is $3(2\cdot9.83-1)\cdot368/585=35$ times the size of P$_2$, at fixed sweep number and without the one-time product; with it the factor $\frac{12}5$ in place of 3 gives about 28. For a monomer this small the direct route is cheaper.

## Failure modes

**Non-robust A–B integrals.** Relative to the four-centre matrix in the Frobenius norm, the plain, constrained and robust forms err by 7.7%, 7.6% and 0.2%. The uncoupled energy errs by 2.98%, 1.84% and −0.009% of the reference. Nine moment constraints do not replace the robust form at this distance. The coupled energies err by 0.26% and 0.27%, relative to the reference. The coupled $C_6$ values contain no A–B integral and err by similar amounts (660.8 against 659.1, or 0.26%, and 696.4 against 694.3, or 0.30%), which points to the fitted monomer matrices as the main remaining source. Indeed, unfitted monomer matrices with the robust A–B integrals give −3.896 and −4.170 m$E_h$. For ALDA the moment-constrained Coulomb term accounts for about 0.007 m$E_h$ of the shift and the fitted kernel for about 0.004, whereas the plain Coulomb fit errs by only 0.001.

**Exchange forced into the auxiliary space.** $K_+$ has full rank 585 here, counting eigenvalues above $10^{-8}$ of the largest, and projecting it on both sides onto the column space of $B$ changes it by 0.64 of its Frobenius norm (roughly 0.55 to 0.6 for the larger column space of $\bar B$, whose columns are nearly dependent, so that the value depends on the rank cutoff). Using the $K_+$ projected on $B$ and dropping $K_-$ gives $-4.62\,\mathrm{m}E_h$, 10.5% too large relative to the hybrid Dyson result. This error comes from dropping $K_-$. With the full $K_+$ and no $K_-$ the energy is about 11% too large, whereas projecting $K_+$ while keeping $K_-$ lowers the magnitude by only about half a percent. The large change in norm therefore affects the dispersion energy little here; what cannot be left out is the exchange term in $H_2$.

**Loss of positivity in the dressed matrix.** $\Delta-c_xK_+$ lacks the positive Coulomb term, so it can become singular or indefinite while $H_1$ is still positive. Once it is indefinite, the sweeps diverge near $\omega=0$, and $X_0$ ceases to exist where $\det\mathcal M_0=0$, although $X$ is finite. On the orbitals of the example $q(0)$ is proportional to $c_x$ and reaches 1 at $c_x\approx0.46$. The remedy is to solve $\mathcal MY=\bar B$ with the full matrix. If instead $\det\mathcal M=0$, the determinant identity makes the Dyson matrix singular, which signals an instability of the fitted monomer problem.

**Low-density tails.** Differentiating $e_x=-\frac34(3/\pi)^{1/3}e^2\rho^{4/3}$ twice gives $f_x=-\frac13(3/\pi)^{1/3}e^2\rho^{-2/3}$, which grows as the density decays. If $\rho\sim e^{-2\beta r^2}$ and an auxiliary function falls as $e^{-\zeta r^2}$, the integrand of $F$ behaves as $e^{-(2\zeta-4\beta/3)r^2}$ and diverges for $\zeta<2\beta/3$. In the example the smallest exponents are $\beta=0.0343$ and $\zeta=0.0604\,a_0^{-2}$, so the integral converges. Lowering the cut to $10^{-9}a_0^{-3}$ moves the ALDA energy from −3.907 to −3.909 m$E_h$, a change of 0.05%, away from the reference.

Numerical values quoted here were computed with a short program.
